# Square-root-of-time deepening of a salt-covered pencil-electrode pit: a program that tests the result

```python
# Result under test: a one-dimensional pit whose base is covered by a salt film
# deepens as  depth^2 = depth0^2 + 2*D*(Cs/cm)*t.
# D: diffusivity of the metal ion; Cs: saturation concentration at the base;
# cm: moles of metal per volume of solid; eps = Cs/cm; depth0: depth at t = 0.
# The law is tested against the full moving-boundary diffusion problem, and the
# effects it leaves out are computed for the same pit. Lengths are in cm.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import ellipkm1

F = constants.N_A * constants.e
T_kelvin = 298.15
thermal_mV = 1e3 * constants.R * T_kelvin / F
n = 2
D = 8e-6              # cm2/s, rough
Cs = 4e-3             # mol/cm3, rough
density = 7.87        # g/cm3
molar_mass = 55.85    # g/mol
cm = density / molar_mass
eps = Cs / cm
depth0 = 50e-4
radius = 25e-4
film = 5e-4           # rough film thickness
salt = 1e-3           # mol/cm3 of NaCl in the bulk
times = np.array([60.0, 600.0, 3600.0])
t_end = times[-1]
um = 1e4


def law(t, factor=1.0, extra=0.0):
    """Depth with a flux multiplied by factor and a path longer by extra."""
    return np.sqrt((depth0 + extra)**2 + 2 * factor * eps * D * t) - extra


def current(t):
    return n * F * D * Cs / law(t)


def full_problem(ratio, inflow, power, scaled_times, cells=60):
    """Moving-boundary diffusion; lengths in depth0, times in depth0^2/D.
    inflow = 1: solution fills all new space; inflow = 0: liquid at rest.
    The starting profile is y**power, with y = x/depth."""
    y = np.linspace(0, 1, cells + 1)
    h = y[1]

    def rates(_, state):
        u = np.concatenate(([0.0], state[:-1], [1.0]))
        slope = (3 * u[-1] - 4 * u[-2] + u[-3]) / (2 * h)
        p = ratio * slope / (1 - ratio * (1 - inflow))
        second = (u[2:] - 2 * u[1:-1] + u[:-2]) / h**2
        first = (u[2:] - u[:-2]) / (2 * h)
        du = (second - p * (inflow - y[1:-1]) * first) / state[-1]
        return np.append(du, 2 * p)

    start = np.append(y[1:-1]**power, 1.0)
    sol = solve_ivp(rates, (0, scaled_times[-1]), start, method="BDF",
                    t_eval=scaled_times, rtol=1e-8, atol=1e-10)
    assert sol.success
    return np.sqrt(sol.y[-1])


def growth_number(ratio, inflow):
    """p = depth*(d depth/dt)/D from the similarity solution."""
    def mismatch(p):
        area = quad(lambda y: np.exp(p * (inflow * y - y * y / 2)), 0, 1)[0]
        slope = np.exp(p * (inflow - 0.5)) / area
        return p - ratio * (slope + (1 - inflow) * p)
    return brentq(mismatch, 0, 5 * ratio, xtol=1e-14)


# Full moving-boundary problem against the simple law and the similarity root
scaled = times * D / depth0**2
p_in, p_rest = growth_number(eps, 1), growth_number(eps, 0)
full_in = depth0 * full_problem(eps, 1, 1, scaled)
full_rest = depth0 * full_problem(eps, 0, 1, scaled)
full_cubic = depth0 * full_problem(eps, 1, 3, scaled)
assert np.all(abs(full_in / law(times) - 1) < 0.005)
assert np.all(abs(full_rest / law(times) - 1) < 0.015)
for full, p in ((full_in, p_in), (full_rest, p_rest)):
    predicted = np.sqrt(depth0**2 + 2 * p * D * t_end)
    assert abs(full[-1] / predicted - 1) < 2e-5
assert abs((p_in / eps - 1) / eps - 1 / 6) < eps
assert abs((p_rest / eps - 1) / eps - 2 / 3) < eps
# The starting profile is forgotten
assert abs(full_cubic[-1] / full_in[-1] - 1) < 1e-3
# When eps is not small the quasi-steady law must fail visibly
big = full_problem(0.5, 1, 1, np.array([200.0]))[0]
big_error = big / np.sqrt(1 + 2 * 0.5 * 200) - 1
assert big_error > 0.03

# Charge: integral of the current against the metal removed
charge = quad(current, 0, t_end, epsabs=1e-8, epsrel=1e-10, limit=200)[0]
assert abs(charge / (n * F * cm * (law(t_end) - depth0)) - 1) < 1e-7


# Migration: three-ion transport equations against the closed form
def migration_factor(r):
    return 1 + 2 * (np.sqrt(1 + r * r) - r)


def base_state(flux, r):
    """Fe2+, Na+, Cl- (units of Cs) and potential (units RT/F) at the base."""
    def rates(_, s):
        fe, na, cl, _phi = s
        field = 2 * flux / (4 * fe + na + cl)
        return [flux - 2 * fe * field, -na * field, cl * field, field]
    return solve_ivp(rates, (0, 1), [0, r, r, 0], method="LSODA",
                     rtol=1e-10, atol=1e-12).y[:, -1]


r_bulk = salt / Cs
for r in (0.02, r_bulk, 1.25, 20.0):
    flux = brentq(lambda j: base_state(j, r)[0] - 1, 0.9, 3.1, xtol=1e-10)
    assert abs(flux - migration_factor(r)) < 1e-5
    assert abs(base_state(flux, r)[3] - np.arcsinh(1 / r)) < 1e-5
mig = migration_factor(r_bulk)

# Diffusivity falling to one half at saturation: the mean value sets the flux
mean_D = quad(lambda c: 1 / (1 + c), 0, 1)[0]
profile = solve_ivp(lambda x, c: mean_D * (1 + c), (0, 1), [0.0],
                    rtol=1e-10, atol=1e-12)
assert abs(profile.y[0, -1] - 1) < 1e-7

# Disc mouth: the flux density 2*D*c/(pi*sqrt(a^2-s^2)) must give a uniform
# concentration c over the disc; its total then gives the extra length pi*a/4
for r in (0.2, 0.5, 0.8):
    def ring(theta):
        s = np.sin(theta)
        return s * ellipkm1(((r - s) / (r + s))**2) / (r + s)
    split = np.arcsin(r)
    total = quad(ring, 0, split)[0] + quad(ring, split, np.pi / 2)[0]
    assert abs(4 / np.pi**2 * total - 1) < 1e-6
disc_total = quad(lambda th: 2 * np.pi * radius * np.sin(th) * 2 * D * Cs
                  / np.pi, 0, np.pi / 2)[0]
mouth = np.pi * radius**2 * D * Cs / disc_total
assert abs(mouth / (np.pi * radius / 4) - 1) < 1e-10

# Longer or shorter diffusion path: direct integration of the growth rate
for extra in (mouth, -film):
    run = solve_ivp(lambda t, d: eps * D / (d + extra), (0, t_end), [depth0],
                    rtol=1e-10, atol=1e-13)
    assert abs(run.y[0, -1] / law(t_end, extra=extra) - 1) < 1e-7

end = law(t_end)


def change(value):
    return 100 * (value / end - 1)


print(f"Diffusivity D: {D:.1e} cm2/s")
print(f"Saturation concentration Cs: {Cs*1e3:.2f} mol/L")
print(f"Iron density: {density:.2f} g/cm3")
print(f"Iron molar mass: {molar_mass:.2f} g/mol")
print(f"Metal concentration in solid cm: {cm*1e3:.1f} mol/L")
print(f"Ratio eps = Cs/cm: {eps:.5f}")
print(f"Electrons per atom n: {n}")
print(f"Faraday constant: {F:.1f} C/mol")
print(f"Starting depth: {depth0*um:.1f} um")
print(f"Wire diameter: {2*radius*um:.1f} um")
print(f"Growth constant 2*D*eps: {2*D*eps:.4e} cm2/s")
print(f"Current density at start: {current(0):.3f} A/cm2")
for t, full in zip(times, full_in):
    print(f"t = {t:.0f} s: depth by law {law(t)*um:.2f} um, "
          f"full problem {full*um:.2f} um")
    print(f"t = {t:.0f} s: current density {current(t):.4f} A/cm2")
print(f"Depth after 1 h: {end*10:.4f} mm")
print(f"Depth after 1 h if depth0 were zero: "
      f"{np.sqrt(2*eps*D*t_end)*um:.2f} um")
print(f"Charge passed in 1 h: {charge:.1f} C/cm2")
print(f"Diffusion time depth^2/D at 1 h: {end**2/D:.1f} s")
print(f"Growth time depth/(d depth/dt) at 1 h: {end**2/(eps*D):.0f} s")
print(f"Similarity p/eps with inflow: {p_in/eps:.5f}")
print(f"Similarity p/eps, liquid at rest: {p_rest/eps:.5f}")
print(f"Depth change, accumulation and inflow: {change(full_in[-1]):+.3f} %")
print(f"Depth change, accumulation, no inflow: {change(full_rest[-1]):+.3f} %")
print(f"Depth change from cubic starting profile: "
      f"{100*(full_cubic[-1]/full_in[-1]-1):+.4f} %")
print(f"Error of law for eps = 0.5 (full/law - 1): {100*big_error:.2f} %")
print(f"Bulk NaCl: {salt*1e3:.2f} mol/L")
print(f"Migration flux factor in this NaCl: {mig:.3f}")
print(f"Migration flux factor in 5 mol/L NaCl: "
      f"{migration_factor(5e-3/Cs):.3f}")
print(f"Temperature for potential drop: {T_kelvin:.2f} K")
print(f"Potential drop along pit solution: "
      f"{thermal_mV*np.arcsinh(1/r_bulk):.1f} mV")
print(f"Depth at 1 h with migration: {law(t_end, mig)*um:.1f} um "
      f"({change(law(t_end, mig)):+.1f} %)")
print(f"Mean D over D, if D halves at saturation: {mean_D:.4f}")
print(f"Depth at 1 h with that mean D: {law(t_end, mean_D)*um:.1f} um "
      f"({change(law(t_end, mean_D)):+.1f} %)")
print(f"Extra path outside mouth: {mouth*um:.2f} um")
print(f"Depth at 1 h with extra path: {law(t_end, extra=mouth)*um:.1f} um "
      f"({change(law(t_end, extra=mouth)):+.2f} %)")
print(f"Salt film thickness assumed: {film*um:.1f} um")
print(f"Depth at 1 h with film thickness: {law(t_end, extra=-film)*um:.1f} um "
      f"({change(law(t_end, extra=-film)):+.2f} %)")
print("no test failed")
```

Printed output:

```
Diffusivity D: 8.0e-06 cm2/s
Saturation concentration Cs: 4.00 mol/L
Iron density: 7.87 g/cm3
Iron molar mass: 55.85 g/mol
Metal concentration in solid cm: 140.9 mol/L
Ratio eps = Cs/cm: 0.02839
Electrons per atom n: 2
Faraday constant: 96485.3 C/mol
Starting depth: 50.0 um
Wire diameter: 50.0 um
Growth constant 2*D*eps: 4.5418e-07 cm2/s
Current density at start: 1.235 A/cm2
t = 60 s: depth by law 72.28 um, full problem 72.37 um
t = 60 s: current density 0.8543 A/cm2
t = 600 s: depth by law 172.48 um, full problem 172.86 um
t = 600 s: current density 0.3580 A/cm2
t = 3600 s: depth by law 407.44 um, full problem 408.39 um
t = 3600 s: current density 0.1516 A/cm2
Depth after 1 h: 0.4074 mm
Depth after 1 h if depth0 were zero: 404.36 um
Charge passed in 1 h: 971.9 C/cm2
Diffusion time depth^2/D at 1 h: 207.5 s
Growth time depth/(d depth/dt) at 1 h: 7310 s
Similarity p/eps with inflow: 1.00476
Similarity p/eps, liquid at rest: 1.01933
Depth change, accumulation and inflow: +0.234 %
Depth change, accumulation, no inflow: +0.947 %
Depth change from cubic starting profile: +0.0058 %
Error of law for eps = 0.5 (full/law - 1): 4.46 %
Bulk NaCl: 1.00 mol/L
Migration flux factor in this NaCl: 2.562
Migration flux factor in 5 mol/L NaCl: 1.702
Temperature for potential drop: 298.15 K
Potential drop along pit solution: 53.8 mV
Depth at 1 h with migration: 649.1 um (+59.3 %)
Mean D over D, if D halves at saturation: 0.6931
Depth at 1 h with that mean D: 340.3 um (-16.5 %)
Extra path outside mouth: 19.63 um
Depth at 1 h with extra path: 390.7 um (-4.11 %)
Salt film thickness assumed: 5.0 um
Depth at 1 h with film thickness: 411.9 um (+1.08 %)
no test failed
```
